# Force covariance from a squared-exponential energy kernel: verification in Python

```python
"""
Result under test: for an energy with Gaussian-process covariance
    k(x, x') = s^2 exp(-r^2 / (2 l^2)),   r = x - x',
the forces F = -grad E have the covariance
    C_ij = (s^2/l^2) (delta_ij - r_i r_j / l^2) exp(-r^2 / (2 l^2)).
The part along r changes sign only at |r| = l; the parts across r stay positive.
s: prior standard deviation of the energy (eV); l: length scale (nm).
Forces are in eV/nm and force covariances in eV^2/nm^2.
The example is a Pt adatom on close-packed Pt, with rough round parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

s = 0.5
l = 0.05
force_var = s**2 / l**2
force_rms = s / l
step = 1e-3 * l


def kernel(x, y):
    d = x - y
    return s**2 * np.exp(-(d @ d) / (2 * l**2))


def force_cov(r):
    r = np.asarray(r, float)
    return force_var * (np.eye(len(r)) - np.outer(r, r) / l**2) * np.exp(-(r @ r) / (2 * l**2))


def c_long(r):
    return force_var * (1 - r**2 / l**2) * np.exp(-r**2 / (2 * l**2))


def c_trans(r):
    return force_var * np.exp(-r**2 / (2 * l**2))


def difference_cov(k, x, y, h=step):
    """Covariance of central-difference forces, using energy covariances only."""
    shifts = h * np.eye(len(x))
    return np.array([[(k(x + a, y + b) - k(x + a, y - b) - k(x - a, y + b)
                       + k(x - a, y - b)) / (4 * h**2) for b in shifts] for a in shifts])


def projected(k, r, n, e):
    """Component along unit vector e for a displacement r*n."""
    return e @ difference_cov(k, r * n, np.zeros(len(n))) @ e


# Full matrix and its eigenvalues, from differences of the kernel
rng = np.random.default_rng(7)
for _ in range(12):
    x, y = rng.normal(0, l, 3), rng.normal(0, l, 3)
    numeric = difference_cov(kernel, x, y)
    assert np.allclose(numeric, force_cov(x - y), rtol=0, atol=2e-5 * force_var)
    distance = np.linalg.norm(x - y)
    expected = np.sort([c_long(distance), c_trans(distance), c_trans(distance)])
    assert np.allclose(np.linalg.eigvalsh((numeric + numeric.T) / 2), expected,
                       rtol=0, atol=2e-5 * force_var)

# Forces on randomly drawn landscapes whose energy covariance is k
draws = 300000
waves = rng.normal(0, 1 / l, (draws, 3))
phases = rng.uniform(0, 2 * np.pi, draws)


def energies(x):
    return np.sqrt(2) * s * np.cos(waves @ x + phases)


def sampled_forces(x):
    return np.array([-(energies(x + a) - energies(x - a)) / (2 * step)
                     for a in step * np.eye(3)])


point_a, point_b = np.array([0.04, 0.05, 0.01]), np.array([0.01, 0.01, -0.01])
forces_a, forces_b = sampled_forces(point_a), sampled_forces(point_b)
energy_a = energies(point_a)
separation = point_a - point_b
energy_force = -separation * kernel(point_a, point_b) / l**2
worst_sigma = 0.0
for j in range(3):
    cases = [(energy_a * forces_b[j], energy_force[j])]
    cases += [(forces_a[i] * forces_b[j], force_cov(separation)[i, j]) for i in range(3)]
    for product, target in cases:
        error = product.std() / np.sqrt(draws)
        worst_sigma = max(worst_sigma, abs(product.mean() - target) / error)
assert worst_sigma < 5

# One longitudinal sign change, positive transverse parts, depth of the minimum
n3 = np.array([0.6, 0.8, 0.0])
t3 = np.array([-0.8, 0.6, 0.0])
b3 = np.array([0.0, 0.0, 1.0])
radii = np.linspace(0, 6 * l, 300)
long_scan = np.array([projected(kernel, r, n3, n3) for r in radii])
sign_changes = int(np.sum(np.diff(np.sign(long_scan)) != 0))
assert sign_changes == 1
assert all(projected(kernel, r, n3, e) > 0 for r in radii for e in (t3, b3))
zero_long = brentq(lambda r: projected(kernel, r, n3, n3), 0.5 * l, 1.5 * l, xtol=1e-12)
assert abs(zero_long / l - 1) < 1e-5
lowest = minimize_scalar(lambda r: projected(kernel, r, n3, n3), bounds=(l, 3 * l),
                         method="bounded", options={"xatol": 1e-8})
assert abs(lowest.x / l - np.sqrt(3)) < 1e-3
assert abs(lowest.fun / force_var + 2 * np.exp(-1.5)) < 1e-5

# Longitudinal part as the slope of r times the transverse part
for r in np.array([0.4, 1.0, 1.7, 2.5]) * l:
    dr = 0.01 * l
    slope = ((r + dr) * projected(kernel, r + dr, n3, t3)
             - (r - dr) * projected(kernel, r - dr, n3, t3)) / (2 * dr)
    assert abs(slope - projected(kernel, r, n3, n3)) < 2e-4 * force_var

# Many forces together: covariance matrix must have no negative eigenvalue
sites = rng.uniform(0, 3 * l, (10, 3))
gram = np.block([[force_cov(p - q) for q in sites] for p in sites])
smallest_eigenvalue = np.linalg.eigvalsh(gram)[0]
assert smallest_eigenvalue > -1e-10 * force_var

# Variance of work along a straight path
nodes, weights = np.polynomial.legendre.leggauss(60)
work_rows = []
for length in (4 * l, 8 * l):
    positions, w = length * (nodes + 1) / 2, length * weights / 2
    variance = w @ c_long(positions[:, None] - positions[None, :]) @ w
    direct = 2 * s**2 - 2 * kernel(np.array([length]), np.array([0.0]))
    assert abs(variance - direct) < 1e-8 * s**2
    positive_only = 2 * quad(lambda r: (length - r) * c_long(r), 0, l)[0]
    work_rows.append((length, np.sqrt(variance), np.sqrt(positive_only)))
assert work_rows[1][2] > 1.3 * work_rows[0][2]

# Prediction from one observed force component, checked by energy differences
observed = 10.0
prediction_rows = []
for r in np.array([0.5, 1.0, np.sqrt(3), 2.0, 3.0]) * l:
    row = [r]
    for direction, covariance in ((np.array([1.0, 0.0]), c_long(r)),
                                  (np.array([0.0, 1.0]), c_trans(r))):
        rho = covariance / force_var
        mean, spread = rho * observed, force_rms * np.sqrt(1 - rho**2)
        ex = np.array([step, 0.0])
        pts = [ex, -ex, r * direction + ex, r * direction - ex]
        energy_cov = np.array([[kernel(p, q) for q in pts] for p in pts])
        to_force = np.array([[-1, 1, 0, 0], [0, 0, -1, 1]]) / (2 * step)
        joint = to_force @ energy_cov @ to_force.T
        precision = np.linalg.inv(joint)
        assert abs(-precision[1, 0] / precision[1, 1] * observed - mean) < 1e-3
        assert abs(1 / np.sqrt(precision[1, 1]) - spread) < 1e-3
        row += [mean, spread]
    prediction_rows.append(row)

oblique = np.array([0.03, 0.04])
oblique_cov = force_cov(oblique)
oblique_eigs = np.linalg.eigvalsh(oblique_cov)

# Periodic surface: average over all positions in the surface cell
spacing, amplitude = 0.28, 0.4
g = 4 * np.pi / (np.sqrt(3) * spacing)
angles = np.radians([0, 60, 120])
g_vectors = g * np.column_stack([np.cos(angles), np.sin(angles)])


def surface_energy(x):
    return amplitude * np.cos(x @ g_vectors.T).sum(axis=-1)


def surface_force(x):
    return amplitude * np.sin(x @ g_vectors.T) @ g_vectors


def position(phase_pair):
    return np.linalg.solve(g_vectors[:2], np.array(phase_pair))


ticks = 2 * np.pi * np.arange(12) / 12
cell = np.array([position((p, q)) for p in ticks for q in ticks])


def periodic_cov(r, axis):
    shifted = cell + np.array([r, 0.0])
    return np.mean(surface_force(cell)[:, axis] * surface_force(shifted)[:, axis])


surface_s = surface_energy(cell).std()
surface_l = surface_s / np.sqrt(periodic_cov(0, 0))
assert abs(surface_l - np.sqrt(2) / g) < 1e-10
assert abs(surface_s - amplitude * np.sqrt(1.5)) < 1e-10
hollow = position((2 * np.pi / 3, 4 * np.pi / 3))
next_hollow = position((4 * np.pi / 3, 2 * np.pi / 3))
path = hollow + np.linspace(0, 1, 201)[:, None] * (next_hollow - hollow)
barrier = surface_energy(path).max() - surface_energy(hollow)
assert abs(barrier - amplitude / 2) < 1e-10
periodic_long = brentq(lambda r: periodic_cov(r, 0), 0.01, 0.1)
periodic_trans = brentq(lambda r: periodic_cov(r, 1), 0.01, 0.2)
assert abs(periodic_long - 2 * np.arccos((np.sqrt(33) - 1) / 8) / g) < 1e-9
assert abs(periodic_trans - np.pi / g) < 1e-9


# Less smooth kernel
def matern(x, y):
    a = np.sqrt(5) * np.linalg.norm(x - y) / l
    return s**2 * (1 + a + a**2 / 3) * np.exp(-a)


matern_zero = brentq(lambda r: projected(matern, r, n3, n3), 0.3 * l, 1.5 * l)
assert abs(matern_zero / l - (1 + np.sqrt(5)) / 2 / np.sqrt(5)) < 1e-4
assert all(projected(matern, r, n3, t3) > 0 for r in np.linspace(0.1, 6, 60) * l)

# Unequal length scales in the plane and in height, displacement at 45 degrees
l_height = 0.03
metric = np.diag([1 / l**2, 1 / l_height**2])


def unequal(x, y):
    return s**2 * np.exp(-(x - y) @ metric @ (x - y) / 2)


n2, t2 = np.array([1.0, 1.0]) / np.sqrt(2), np.array([-1.0, 1.0]) / np.sqrt(2)
unequal_long = brentq(lambda r: projected(unequal, r, n2, n2), 0.01, 0.06)
unequal_trans = brentq(lambda r: projected(unequal, r, n2, t2), 0.03, 0.12)
assert abs(unequal_long * np.sqrt(n2 @ metric @ n2) - 1) < 1e-4
assert abs(unequal_trans * abs(t2 @ metric @ n2) / np.sqrt(t2 @ metric @ t2) - 1) < 1e-4

# Thermal motion in the hollow site, independent at the two compared positions
temperature = 550.0
thermal_energy = const.k * temperature / const.e
hessian = np.array([-(surface_force(hollow + a) - surface_force(hollow - a)) / (2e-5)
                    for a in 1e-5 * np.eye(2)])
stiffness = hessian[0, 0]
assert np.allclose(hessian, 0.75 * amplitude * g**2 * np.eye(2), atol=1e-3)
sigma = np.sqrt(thermal_energy / stiffness)
hermite_x, hermite_w = np.polynomial.hermite.hermgauss(40)
shift = np.sqrt(2) * sigma * hermite_x
prob = hermite_w / np.sqrt(np.pi)


def thermal_kernel(x, y):
    gap = x[0] - y[0] + shift[:, None] - shift[None, :]
    return s**2 * (prob @ np.exp(-gap**2 / (2 * l**2)) @ prob)


one = np.array([1.0])
thermal_zero = brentq(lambda r: projected(thermal_kernel, r, one, one), 0.5 * l, 2 * l)
assert abs(thermal_zero / np.sqrt(l**2 + 2 * sigma**2) - 1) < 1e-4
mass_u = 195.08
omega = np.sqrt(stiffness * const.e / 1e-18 / (mass_u * const.atomic_mass))
half_quantum = const.hbar * omega / (2 * const.k * temperature)
quantum_ratio = half_quantum / np.tanh(half_quantum)

noise = 0.1
noise_factor = force_var / (force_var + noise**2)

print(f"energy scale s = {s:.2f} eV")
print(f"length scale l = {l:.3f} nm = {10*l:.2f} angstrom")
print(f"rms force per component s/l = {force_rms:.2f} eV/nm = {force_rms/10:.2f} eV/angstrom")
print(f"force variance s^2/l^2 = {force_var:.1f} eV^2/nm^2")
print(f"longitudinal zero, numerical = {zero_long:.5f} nm")
print(f"longitudinal sign changes from 0 to 6 l = {sign_changes}")
print(f"longitudinal minimum at {lowest.x:.4f} nm, value {lowest.fun:.2f} eV^2/nm^2")
print(f"transverse covariance at that distance = {c_trans(lowest.x):.2f} eV^2/nm^2")
print(f"random landscapes: {draws}, worst deviation = {worst_sigma:.2f} standard errors")
print(f"smallest eigenvalue, 10 sites in 3D = {smallest_eigenvalue:.3g} eV^2/nm^2")
print(f"displacement = ({oblique[0]:.2f}, {oblique[1]:.2f}) nm")
print(f"  C_xx, C_xy, C_yy = {oblique_cov[0,0]:.2f}, {oblique_cov[0,1]:.2f}, "
      f"{oblique_cov[1,1]:.2f} eV^2/nm^2")
print(f"  eigenvalues = {round(oblique_eigs[0],2)+0.0:.2f}, {oblique_eigs[1]:.2f} eV^2/nm^2")
print(f"observed force F_x at origin = {observed:.1f} eV/nm")
print("predicted F_x (eV/nm): distance | ahead, s.d. | beside, s.d.")
for r, m_a, sd_a, m_b, sd_b in prediction_rows:
    print(f"  {r:.4f} nm | {round(m_a,2)+0.0:.2f}, {sd_a:.2f} | {m_b:.2f}, {sd_b:.2f}")
for length, full, positive in work_rows:
    print(f"path {length:.1f} nm: rms work {full:.3f} eV; positive lobe only {positive:.3f} eV")
print(f"surface model: spacing {spacing:.2f} nm, cosine amplitude {amplitude:.2f} eV")
print(f"  hop barrier = {barrier:.3f} eV")
print(f"  its own s = {surface_s:.3f} eV, its own l = {surface_l:.4f} nm")
print(f"  periodic longitudinal zero = {periodic_long:.4f} nm")
print(f"  that zero over its own l = {periodic_long/surface_l:.3f}")
print(f"  periodic transverse zero = {periodic_trans:.4f} nm")
print(f"Matern-5/2 longitudinal zero = {matern_zero:.4f} nm, over l = {matern_zero/l:.4f}")
print(f"height length scale (assumed) = {l_height:.3f} nm, displacement at 45 degrees")
print(f"  longitudinal zero = {unequal_long:.4f} nm")
print(f"  transverse zero = {unequal_trans:.4f} nm")
print(f"temperature = {temperature:.0f} K, kT = {thermal_energy:.4f} eV")
print(f"  well stiffness = {stiffness:.1f} eV/nm^2, rms displacement = {sigma:.4f} nm per axis")
print(f"  thermally averaged longitudinal zero = {thermal_zero:.4f} nm")
print(f"  shift relative to l = {100*(thermal_zero/l-1):.1f} %")
print(f"  Pt mass = {mass_u:.2f} u, quantum/classical variance = {quantum_ratio:.5f}")
print(f"force noise = {noise:.2f} eV/nm, prediction factor = {noise_factor:.5f}")
print("verified")
```

It prints:

```
energy scale s = 0.50 eV
length scale l = 0.050 nm = 0.50 angstrom
rms force per component s/l = 10.00 eV/nm = 1.00 eV/angstrom
force variance s^2/l^2 = 100.0 eV^2/nm^2
longitudinal zero, numerical = 0.05000 nm
longitudinal sign changes from 0 to 6 l = 1
longitudinal minimum at 0.0866 nm, value -44.63 eV^2/nm^2
transverse covariance at that distance = 22.31 eV^2/nm^2
random landscapes: 300000, worst deviation = 1.51 standard errors
smallest eigenvalue, 10 sites in 3D = 0.814 eV^2/nm^2
displacement = (0.03, 0.04) nm
  C_xx, C_xy, C_yy = 38.82, -29.11, 21.84 eV^2/nm^2
  eigenvalues = 0.00, 60.65 eV^2/nm^2
observed force F_x at origin = 10.0 eV/nm
predicted F_x (eV/nm): distance | ahead, s.d. | beside, s.d.
  0.0250 nm | 6.62, 7.50 | 8.82, 4.70
  0.0500 nm | 0.00, 10.00 | 6.07, 7.95
  0.0866 nm | -4.46, 8.95 | 2.23, 9.75
  0.1000 nm | -4.06, 9.14 | 1.35, 9.91
  0.1500 nm | -0.89, 9.96 | 0.11, 10.00
path 0.2 nm: rms work 0.707 eV; positive lobe only 1.052 eV
path 0.4 nm: rms work 0.707 eV; positive lobe only 1.523 eV
surface model: spacing 0.28 nm, cosine amplitude 0.40 eV
  hop barrier = 0.200 eV
  its own s = 0.490 eV, its own l = 0.0546 nm
  periodic longitudinal zero = 0.0722 nm
  that zero over its own l = 1.324
  periodic transverse zero = 0.1212 nm
Matern-5/2 longitudinal zero = 0.0362 nm, over l = 0.7236
height length scale (assumed) = 0.030 nm, displacement at 45 degrees
  longitudinal zero = 0.0364 nm
  transverse zero = 0.0773 nm
temperature = 550 K, kT = 0.0474 eV
  well stiffness = 201.4 eV/nm^2, rms displacement = 0.0153 nm per axis
  thermally averaged longitudinal zero = 0.0545 nm
  shift relative to l = 9.0 %
  Pt mass = 195.08 u, quantum/classical variance = 1.00160
force noise = 0.10 eV/nm, prediction factor = 0.99990
verified
```
